# Rotational diffusion and the three rank-2 correlation times of a symmetric top

A model molecule turns about its symmetry axis with a diffusion constant of 5 ns\(^{-1}\), and about any perpendicular axis with 1 ns\(^{-1}\). A unit vector fixed along the symmetry axis has an effective rank-2 correlation time of 166.67 ps; one fixed at right angles to it has 75.76 ps. Their ratio is 0.4545, although the second vector is moved by spinning about the symmetry axis, whose diffusion constant is five times larger. Two things contribute. A quarter of the second vector's correlation function is untouched by the spinning and decays at the same rate as that of the first vector, 6 ns\(^{-1}\). The other three quarters decay at 22 ns\(^{-1}\), only about 3.7 times faster, so the ratio is \(0.25+0.75\times6/22\).

To show this, let \(R(t)\) be the rotation that carries body components of a vector into laboratory components, so that a body-fixed unit vector \(u\) points along \(u(t)=R(t)u\) in the laboratory. The molecule is rigid and the liquid isotropic. In a short time \(dt\) the molecule turns by a small random rotation vector \(\xi\), given by its components along the body axes. Turning about the laboratory vector \(R\xi\) after applying \(R\) is the same as turning about \(\xi\) first and then applying \(R\), so

\[
R(t+dt)=R(t)\,S(\xi).
\]

Successive steps are independent, with

\[
\langle \xi_i\rangle=0,\qquad \langle \xi_i\xi_j\rangle=2D_i\,\delta_{ij}\,dt ,
\]

and higher moments vanish faster than \(dt\). The body axes are the principal axes of the diffusion tensor. This describes times long compared with the memory time of the angular velocity, provided that the molecule turns by a small angle within that memory time.

The natural functions of \(R\) are the Wigner functions. Let \(U(R)\) be the rotation operator and \(J_i\) the angular momentum operators with \(\hbar=1\), so that \(U(S(\xi))=e^{-i\xi\cdot J}\). Define, for integer \(l\),

\[
\mathcal D^l_{mk}(R)=\langle lm|U(R)|lk\rangle .
\]

With \(R=R_z(\alpha)R_y(\beta)R_z(\gamma)\) this equals \(e^{-im\alpha}d^l_{mk}(\beta)e^{-ik\gamma}\), where \(d^l_{mk}(\beta)=\langle lm|e^{-i\beta J_y}|lk\rangle\). The index \(m\) refers to the laboratory and \(k\) to the body. Since \(U(RS)=U(R)U(S)\), inserting the complete set \(|lk\rangle\) between the two operators gives the matrix product

\[
\mathcal D^l(RS)=\mathcal D^l(R)\,\mathcal D^l(S).
\]

A random step therefore multiplies the Wigner matrix from the right. Its average follows from expanding the exponential to second order:

\[
\langle e^{-i\xi\cdot J}\rangle
=1-\tfrac12\sum_{ij}\langle\xi_i\xi_j\rangle J_iJ_j
=1-\Lambda\,dt,\qquad \Lambda=\sum_i D_iJ_i^2 .
\]

The linear term is absent because \(\langle\xi_i\rangle=0\), and the factor 2 in the variance cancels the \(\tfrac12\).

The same expansion gives the diffusion equation. Let \(P(R,t)\) be the probability density relative to the uniform measure on rotations, which is unchanged by \(R\to RS\). Molecules at \(R\) after a step were at \(RS^{-1}\) before it, so \(P(R,t+dt)=\langle P(RS(-\xi),t)\rangle\). If \(X_i f(R)\) denotes the derivative of \(f\) when \(R\) is turned about body axis \(i\), the second-order terms give

\[
\frac{\partial P}{\partial t}=\sum_i D_iX_i^2P .
\]

On a Wigner matrix, \(X_i\mathcal D^l=\mathcal D^l(-iJ_i)\), hence \(X_i^2\mathcal D^l=-\mathcal D^lJ_i^2\), and

\[
\sum_iD_iX_i^2\,\mathcal D^l=-\mathcal D^l\Lambda .
\]

For a symmetric top, \(D_x=D_y=D_\perp\) and \(D_z=D_\parallel\). Using \(J_x^2+J_y^2=J^2-J_z^2\),

\[
\Lambda=D_\perp J^2+(D_\parallel-D_\perp)J_z^2 .
\]

This is diagonal in the states \(|lk\rangle\). Each \(\mathcal D^l_{mk}\) is thus an eigenfunction of the diffusion operator, with decay rate

\[
\lambda_{lk}=l(l+1)D_\perp+k^2(D_\parallel-D_\perp).
\]

The laboratory index \(m\) does not enter, because the liquid has no preferred direction. The body index enters through \(k^2\): spinning about the symmetry axis changes \(\gamma\), and a phase \(e^{-ik\gamma}\) averaged over a Gaussian angle of variance \(2D_\parallel t\) decays as \(e^{-k^2D_\parallel t}\). Tumbling about the two perpendicular axes supplies the rest of the rate, \([l(l+1)-k^2]D_\perp\). The net dependence on \(k\) therefore vanishes when \(D_\parallel=D_\perp\) and changes sign when \(D_\parallel<D_\perp\).

Correlation functions require the relative rotation \(Q=R(0)^{-1}R(t)\). It starts at the identity and receives the same right-hand steps as \(R\). Because each step is independent of the past,

\[
\langle\mathcal D^l(Q)\rangle_{t+dt}
=\langle\mathcal D^l(Q)\rangle_t\,(1-\Lambda\,dt).
\]

The solution that starts from the unit matrix is \(e^{-\Lambda t}\), or

\[
\langle\mathcal D^l_{kk'}(Q)\rangle=\delta_{kk'}e^{-\lambda_{lk}t}.
\]

In an isotropic liquid the initial orientation is uniformly distributed. Denote the average over it by a bar, and consider, for fixed \(m\) and \(m'\), the matrix

\[
M_{ab}=\overline{\mathcal D^{l*}_{ma}(R)\,\mathcal D^{l'}_{m'b}(R)} .
\]

Replacing \(R\) by \(RS\) leaves the average unchanged, so \(M=\mathcal D^l(S)^\dagger M\,\mathcal D^{l'}(S)\), or \(\mathcal D^l(S)M=M\mathcal D^{l'}(S)\). For infinitesimal \(S\) this says \(J_iM=MJ_i\), with each \(J_i\) taken in the representation on its own side. Applying it twice and summing over \(i\) gives \(l(l+1)M=l'(l'+1)M\), so \(M=0\) unless \(l=l'\). For \(l=l'\), commuting with \(J_z\) makes \(M\) diagonal, and commuting with \(J_x\pm iJ_y\) makes neighbouring diagonal elements equal. Its trace is \(\sum_a\mathcal D^{l*}_{ma}\mathcal D^l_{m'a}=\delta_{mm'}\), because the Wigner matrix is unitary. Therefore

\[
\overline{\mathcal D^{l*}_{ma}\mathcal D^{l'}_{m'b}}
=\frac{\delta_{ll'}\delta_{mm'}\delta_{ab}}{2l+1}.
\]

Writing \(R(t)=R(0)Q\) and using the last two results,

\[
\begin{aligned}
\langle\mathcal D^{l*}_{mk}(R(0))\,\mathcal D^l_{m'k'}(R(t))\rangle
&=\sum_a\overline{\mathcal D^{l*}_{mk}\mathcal D^l_{m'a}}\;
\langle\mathcal D^l_{ak'}(Q)\rangle\\
&=\frac{\delta_{mm'}\delta_{kk'}}{2l+1}\,e^{-\lambda_{lk}t}.
\end{aligned}
\]

If all three diffusion constants equal \(D\), the rate is \(l(l+1)D\) for every \(k\), and

\[
\tau_l=\frac{1}{l(l+1)D}.
\]

For \(D=1\) ns\(^{-1}\) the times for \(l=1\) to 4 are 500.00, 166.67, 83.33 and 50.00 ps. Higher ranks vary more rapidly with angle, so a smaller turn suffices to destroy their correlation. The ratio \(\tau_1/\tau_2=3\) depends on the steps being small. If instead the molecule waits and then jumps to a completely random orientation, one jump sets every average with \(l\geq1\) to zero. The correlation is then the probability that no jump has occurred, and all ranks share one correlation time.

The averages of the Wigner functions also determine the full distribution of \(Q\). The Peter–Weyl theorem, the counterpart of Fourier's theorem for rotations, states that these functions form a complete set. Expand the density of \(Q\), relative to the normalized uniform measure, in the functions \(\mathcal D^{l*}_{mk}\). By the orthogonality relation each coefficient is \((2l+1)\langle\mathcal D^l_{mk}(Q)\rangle\), so

\[
p(Q,t)=\sum_l(2l+1)\sum_k e^{-\lambda_{lk}t}\,\mathcal D^{l*}_{kk}(Q).
\]

In the isotropic case the sum over \(k\) is a trace, which depends on the angle \(\omega_Q\) of the rotation \(Q\) but not on its axis:

\[
\sum_{k=-l}^{l}e^{ik\omega_Q}
=\frac{\sin[(2l+1)\omega_Q/2]}{\sin(\omega_Q/2)} .
\]

To obtain a distribution of angles, represent a rotation by a unit four-vector with scalar part \(\cos(\omega_Q/2)\) and a vector part of length \(\sin(\omega_Q/2)\). Uniform rotations are uniform on this three-dimensional sphere, so the measure is proportional to \(\sin^2(\omega_Q/2)\,d\omega_Q\), or, normalized on \(0\leq\omega_Q\leq\pi\), to \((1-\cos\omega_Q)\,d\omega_Q/\pi\). With \(D=1\) ns\(^{-1}\), the series gives a probability of 0.9056 that the molecule has turned by less than 90° after 200 ps. A simulated random walk gives 0.9048 with standard error 0.0009. The correlation times themselves do not rely on the completeness theorem, since they came from a closed equation for each rank.

For the top, the interaction must now be resolved into body components. Let a rank-\(l\) interaction have fixed body components \(b_k\), normalized so that \(\sum_k|b_k|^2=1\). Its laboratory components are \(f_m(R)=\sum_k\mathcal D^l_{mk}(R)b_k\), and the correlation function just found gives

\[
\langle f_m^*(0)f_m(t)\rangle
=\frac{1}{2l+1}\sum_k|b_k|^2e^{-\lambda_{lk}t}.
\]

Different \(k\) do not interfere. For \(l=2\), the values \(\pm k\) share a rate, leaving at most three exponentials. This holds for a rhombic interaction as well as an axially symmetric one; the shape and orientation of the interaction affect the weights.

For an interaction axially symmetric about \(u\), the components are those of the state \(|l0\rangle\) turned so that its axis lies along \(u\). If \(R_u\) takes the \(z\) direction \(\hat z\) into \(u\), then \(b_k=\mathcal D^l_{k0}(R_u)\). To evaluate this, use the action of a rotation on spherical harmonics,

\[
Y_{lk}(R^{-1}r)=\sum_mY_{lm}(r)\,\mathcal D^l_{mk}(R).
\]

At \(r=\hat z\) the harmonics with \(m\neq0\) vanish, and \(Y_{l0}(\hat z)=\sqrt{(2l+1)/4\pi}\). Setting \(R=R_u^{-1}\) gives

\[
Y_{lk}(u)=\sqrt{\frac{2l+1}{4\pi}}\;\mathcal D^l_{0k}(R_u^{-1})
=\sqrt{\frac{2l+1}{4\pi}}\;b_k^* ,
\]

where the last step uses unitarity. Setting \(k=0\) in the same relation, with a general \(R\), gives \(\mathcal D^l_{00}(R)=P_l(\hat z\cdot R\hat z)\), because \(Y_{l0}\) is \(\sqrt{(2l+1)/4\pi}\) times the Legendre polynomial \(P_l\).

This links the component correlation function to the vector \(u\). The scalar product \(u(0)\cdot u(t)\) equals \(u\cdot Qu=\hat z\cdot R_u^{-1}QR_u\hat z\). Consequently

\[
\begin{aligned}
C_l(t)&=\langle P_l(u(0)\cdot u(t))\rangle
=\langle\mathcal D^l_{00}(R_u^{-1}QR_u)\rangle\\
&=\sum_{kk'}b_k^*\langle\mathcal D^l_{kk'}(Q)\rangle b_{k'}
=\sum_k|b_k|^2e^{-\lambda_{lk}t}.
\end{aligned}
\]

Each laboratory component therefore has the correlation function \(C_l(t)/(2l+1)\), while \(C_l(0)=1\).

Let \(\theta\) be the angle between \(u\) and the symmetry axis. The rank-2 harmonics satisfy

\[
\begin{aligned}
|Y_{20}|^2&=\frac{5}{16\pi}(3\cos^2\theta-1)^2,\\
|Y_{2,\pm1}|^2&=\frac{15}{8\pi}\sin^2\theta\cos^2\theta,\qquad
|Y_{2,\pm2}|^2=\frac{15}{32\pi}\sin^4\theta .
\end{aligned}
\]

Multiplying by \(4\pi/5\) gives \(|b_k|^2\), and adding the equal contributions of \(k\) and \(-k\) doubles the last two. The result is Woessner's function,

\[
C_2(t)=A_0e^{-6D_\perp t}+A_1e^{-(5D_\perp+D_\parallel)t}
+A_2e^{-(2D_\perp+4D_\parallel)t},
\]

with

\[
A_0=\tfrac14(3\cos^2\theta-1)^2,\quad
A_1=3\sin^2\theta\cos^2\theta,\quad
A_2=\tfrac34\sin^4\theta .
\]

If \(D_\parallel=D_\perp\), the three rates coincide and the weights, whose sum is one, drop out. If \(\theta=0\), the vector lies on the spinning axis and \(D_\parallel\) has no effect.

In the weak-coupling, second-order theory of spin relaxation, the rates are linear combinations of spectral densities. With the convention \(J(\omega)=\int_0^\infty C_2(t)\cos\omega t\,dt\), and \(\tau^{(k)}=1/\lambda_{2k}\) for \(k=0,1,2\), each exponential gives

\[
\int_0^\infty e^{-\lambda t}\cos\omega t\,dt
=\operatorname{Re}\frac{1}{\lambda-i\omega}
=\frac{\lambda}{\lambda^2+\omega^2},
\]

and therefore

\[
J(\omega)=\sum_{k=0}^{2}\frac{A_k\tau^{(k)}}{1+(\omega\tau^{(k)})^2}.
\]

The effective time is the area under the correlation function, \(\tau_{\rm eff}=J(0)=\sum_kA_k\tau^{(k)}\). When all relevant \(\omega\tau^{(k)}\) are small, relaxation rates of interactions of equal strength and the same spin form are proportional to it.

For the model top the three rates are \(6\), \(5+5=10\) and \(2+20=22\) ns\(^{-1}\), and the corresponding times are 166.67, 100.00 and 45.45 ps. At \(\theta=90^\circ\) the weights are 0.25, 0 and 0.75, so

\[
\tau_{\rm eff}(90^\circ)=0.25(166.67)+0.75(45.45)=75.76\ \text{ps}.
\]

At \(\theta=0\) the first weight is one and the time is 166.67 ps. This accounts for the initial ratio. The quarter that survives has a geometrical meaning. Rapid spinning spreads a perpendicular vector around a circle, but the circle still defines the direction of its axis. The rank-2 interaction averaged over the circle is \(P_2(\cos90^\circ)=-\tfrac12\) times that of a vector along the axis, and the square of this factor is \(\tfrac14\).

At the magic angle, 54.74°, the averaged interaction vanishes. The weights become 0, 0.6667 and 0.3333, and the effective time is

\[
0.6667(100.00)+0.3333(45.45)=81.82\ \text{ps}.
\]

This is longer than at 90° even though no part of the correlation has the slowest rate: two thirds of it now decays at the intermediate rate. In the limit \(D_\parallel\to\infty\) at fixed \(D_\perp\), the order is reversed. Then \(\tau_{\rm eff}\to A_0/(6D_\perp)\), which is zero at the magic angle but not at 90°.

The effective times at 0° and 90° can be inverted for the anisotropy. With \(\rho=D_\parallel/D_\perp\), their ratio is

\[
r=\frac{\tau_{\rm eff}(90^\circ)}{\tau_{\rm eff}(0^\circ)}
=\frac14+\frac34\,\frac{6}{2+4\rho}
=\frac14+\frac{4.5}{2+4\rho},
\]

so that

\[
\rho=\frac14\left(\frac{4.5}{r-\frac14}-2\right).
\]

The value \(r=0.4545\) returns \(\rho=5.0\). Since \(r\) approaches \(\tfrac14\) as \(\rho\) grows, a small error in \(r\) produces a large error in \(\rho\) for a fast spinner. Within this model, \(r\) must lie above \(\tfrac14\) and cannot exceed 2.5, its value at \(\rho=0\). A measured ratio that lies outside this range by clearly more than its experimental error indicates that at least one assumption has failed, for example rigidity, equal interaction strengths or small \(\omega\tau^{(k)}\). The inversion and its bounds apply to effective times, that is to \(J(0)\). At high frequency \(J(\omega)\to\sum_kA_k\lambda_{2k}/\omega^2\), and the ratio of spectral densities tends to the ratio of the initial decay rates derived next, \(18/6=3\) for the model top.

An effective time does not determine the shape of the decay. The initial decay rate is

\[
\begin{aligned}
-\dot C_2(0)&=\sum_{k=0}^{2}A_k\lambda_{2k}
=6D_\perp+(D_\parallel-D_\perp)(A_1+4A_2)\\
&=6D_\perp+3\sin^2\theta\,(D_\parallel-D_\perp),
\end{aligned}
\]

because \(A_1+4A_2=3\sin^2\theta(\cos^2\theta+\sin^2\theta)\). At 90° this is \(6+3\times4=18\) ns\(^{-1}\), whereas the late decay has the rate 6 ns\(^{-1}\) of the surviving quarter. A single exponential of equal area has an intermediate rate, \(1/\tau_{\rm eff}\approx13\) ns\(^{-1}\). It is too high at 50 ps, 0.517 against 0.435, and too low at 400 ps, 0.005 against 0.023. The nonzero initial slope belongs to the diffusion model and should not be extended to times within the memory of the angular velocity.

The difference in shape also appears at finite frequency. At 600 MHz, \(\omega=2\pi\times0.6=3.77\) ns\(^{-1}\), and \(J\) is 119.49 ps at 0° and 62.99 ps at 90°. The ratio has risen from 0.45 to 0.53. Here \(\omega\tau^{(0)}=0.63\) is not small, and inserting this ratio into the zero-frequency inversion would give \(\rho\approx3.6\) instead of 5, although the ratio lies inside the allowed range. The factor \(1/[1+(\omega\tau)^2]\) reduces the longest time most strongly; that time supplies all of \(J\) at 0° but only part of it at 90°. Reading the 90° effective time as isotropic motion would give \(D=1/(6\tau_{\rm eff})=2.2\) ns\(^{-1}\), which is neither of the model's diffusion constants and does not reproduce this frequency dependence.

The numerical check checks the three-exponential function against propagation of Cartesian tensors, which uses no Wigner functions, and against random walks built from small body rotations. For a vector at 70° after 100 ps, the walks give 0.2346 with standard error 0.0015, and the formula gives 0.2366.

## Computed values

```
D_perp = 1.0 ns^-1, D_par = 5.0 ns^-1
Isotropic case, D = 1.0 ns^-1:
  tau_1 = 500.00 ps
  tau_2 = 166.67 ps
  tau_3 = 83.33 ps
  tau_4 = 50.00 ps
Symmetric top, rank 2:
  |k|=0: rate = 6.0 ns^-1, tau = 166.67 ps
  |k|=1: rate = 10.0 ns^-1, tau = 100.00 ps
  |k|=2: rate = 22.0 ns^-1, tau = 45.45 ps
theta = 0.00 deg:
  weights A0, A1, A2 = 1.0000, 0.0000, 0.0000
  effective time = 166.67 ps
  initial decay rate = 6.00 ns^-1
  apparent isotropic D = 1.000 ns^-1
  J at 600 MHz = 119.49 ps
theta = 54.74 deg:
  weights A0, A1, A2 = 0.0000, 0.6667, 0.3333
  effective time = 81.82 ps
  initial decay rate = 14.00 ns^-1
  apparent isotropic D = 2.037 ns^-1
  J at 600 MHz = 73.09 ps
theta = 90.00 deg:
  weights A0, A1, A2 = 0.2500, 0.0000, 0.7500
  effective time = 75.76 ps
  initial decay rate = 18.00 ns^-1
  apparent isotropic D = 2.200 ns^-1
  J at 600 MHz = 62.99 ps
theta = 90 deg, three exponentials / one of equal area:
  t = 50 ps: 0.4349 / 0.5169
  t = 100 ps: 0.2203 / 0.2671
  t = 200 ps: 0.0845 / 0.0714
  t = 400 ps: 0.0228 / 0.0051
Effective-time ratio, 90 deg to 0 deg = 0.4545
Recovered D_par/D_perp = 5.000
Random walks: 100000 walkers, 100 steps each
Top, theta = 70 deg, t = 100 ps:
  walk C2 = 0.2346, standard error 0.0015
  formula C2 = 0.2366
Isotropic, t = 200 ps, fraction turned under 90 deg:
  walk = 0.9048, standard error 0.0009
  propagator series = 0.9056
```
